# Transition Dipoles Between Nonorthogonal Delta-SCF Determinants in PAW

## Problem

A ground state and an excited state of \(N\) electrons are each described by one normalised determinant,

\[
|A\rangle=|\psi_1\cdots\psi_N|,\qquad |B\rangle=|\psi'_1\cdots\psi'_N| .
\]

The orbitals are orthonormal within each determinant. The two sets come from separate self-consistent calculations, the second with a non-aufbau occupation (Delta-SCF), so they are not orthogonal to each other. All orbitals are real. The nuclei and the projector augmented-wave (PAW) data are the same in both calculations.

Let \(x\) be one Cartesian component of the electron position. The system is finite (a molecule or cluster whose orbitals vanish at the edge of the cell); for orbitals extended through a periodic cell \(x\) is not a valid operator and the dipole formulas below do not apply as written. In PAW an orbital is rebuilt from its smooth part \(\tilde\psi_i\) by

\[
\psi_i=\tilde\psi_i+\sum_R\sum_{a\in R}(\phi_a-\tilde\phi_a)\,c_{ai},\qquad c_{ai}=\langle\tilde p_a|\tilde\psi_i\rangle ,
\]

where \(R\) labels nonoverlapping atomic spheres centred at \(X_R\). The all-electron and smooth partial waves, \(\phi_a\) and \(\tilde\phi_a\), differ only inside their sphere. The partial waves are assumed complete there for the orbitals used: \(\tilde\psi_i=\sum_a\tilde\phi_a c_{ai}\) inside \(R\).

(a) Express \(S_{ij}=\langle\psi_i|\psi'_j\rangle\) and \(D_{ij}=\langle\psi_i|x|\psi'_j\rangle\) through smooth quantities.

(b) Find \(s=\langle A|B\rangle\) and \(m=\langle A|\sum_k x_k|B\rangle\), in a form that survives a singular \(S\).

(c) How does \(m\) change when the origin is moved to \(d\)? Does adding the nuclear dipole help?

(d) Remove the origin dependence by orthogonalizing the two states symmetrically. Is the result unique?

(e) What happens if the augmentation is left out of the overlaps and dipoles?

(f) Evaluate the results for the following model, in atomic units. Three electrons of equal spin move on a line between hard walls, near soft-Coulomb nuclei:

\[
v_{\rm ext}(x)=-\frac{3}{\sqrt{(x+1.5)^2+0.5^2}}-\frac{2}{\sqrt{(x-1.5)^2+0.5^2}} .
\]

The mean field is the Hartree potential with the Fermi-Amaldi factor,

\[
v_{\rm mf}(x)=\frac{N-1}{N}\int \frac{n(x')\,dx'}{\sqrt{(x-x')^2+1}} .
\]

State \(A\) fills levels 1, 2, 3 and state \(B\) fills levels 1, 2, 4, each in its own self-consistent potential. The augmented matrices, with \(D\) in bohr, are

\[
S=\begin{pmatrix}0.999971&0.003432&0.004030\\-0.003533&0.999316&-0.015096\\0.004794&0.033908&0.035144\end{pmatrix},
\]

\[
D=\begin{pmatrix}-1.467714&0.156792&-0.106064\\0.143144&1.358317&-0.372577\\0.422040&-0.519330&1.324375\end{pmatrix}.
\]

The state expectation values of \(\sum_kx_k\) are \(m_A=-0.994285\) and \(m_B=-0.334064\) bohr.

## Solution

### (a) Augmented orbital matrices

Let \(O(x)\) be a local operator. Outside the spheres \(\psi=\tilde\psi\). Inside sphere \(R\), completeness turns the reconstruction into

\[
\psi_i=\sum_a\tilde\phi_ac_{ai}+\sum_a(\phi_a-\tilde\phi_a)c_{ai}=\sum_a\phi_ac_{ai}.
\]

Split the integral into the outside region and the spheres, then add and subtract the smooth integral inside each sphere:

\[
\langle\psi_i|O|\psi'_j\rangle=\langle\tilde\psi_i|O|\tilde\psi'_j\rangle+\sum_R\sum_{ab\in R}c_{ai}\left[\int_R\phi_aO\phi_b-\int_R\tilde\phi_aO\tilde\phi_b\right]c'_{bj}.
\]

For \(O=1\) call the bracket \(\Delta O_{ab}\). For \(O=x\) write \(x=X_R+(x-X_R)\). The first part gives \(X_R\Delta O_{ab}\); the second gives a purely atomic quantity \(\Delta^1_{ab}\), the same bracket with \(O=x-X_R\). Hence

\[
S_{ij}=\langle\tilde\psi_i|\tilde\psi'_j\rangle+\sum_R\sum_{ab}c_{ai}\,\Delta O_{ab}\,c'_{bj},
\]

\[
D_{ij}=\langle\tilde\psi_i|x|\tilde\psi'_j\rangle+\sum_R\sum_{ab}c_{ai}\left(X_R\Delta O_{ab}+\Delta^1_{ab}\right)c'_{bj}.
\]

The term \(X_R\Delta O\) is the contribution of the charge that the smooth orbitals miss, placed at the sphere centre. With an incomplete set of partial waves, cross terms between \(\phi_a-\tilde\phi_a\) and the unexpanded remainder of \(\tilde\psi\) would be left over.

### (b) Determinants and cofactors

Let \(F\) be symmetric in the electrons. Writing out both determinants gives

\[
\langle A|F|B\rangle=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\Big\langle\prod_k\psi_{P(k)}(k)\Big|F\Big|\prod_k\psi'_{Q(k)}(k)\Big\rangle .
\]

For each \(P\), relabel the electrons so that the left product becomes \(\prod_k\psi_k(k)\). This leaves \(F\) unchanged and replaces \(Q\) by \(QP^{-1}\), whose sign is \(\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\). All \(N!\) choices of \(P\) therefore contribute equally and cancel the prefactor:

\[
\langle A|F|B\rangle=\sum_Q\mathrm{sgn}(Q)\Big\langle\prod_k\psi_k(k)\Big|F\Big|\prod_k\psi'_{Q(k)}(k)\Big\rangle .
\]

For \(F=1\) every factor is an overlap, and the sum is the definition of a determinant:

\[
s=\det S .
\]

For \(F=\sum_kx_k\), electron \(i\) supplies a factor \(D_{i,Q(i)}\) and the others supply overlaps:

\[
m=\sum_i\sum_Q\mathrm{sgn}(Q)\,D_{i,Q(i)}\prod_{l\neq i}S_{l,Q(l)} .
\]

Collect the permutations with \(Q(i)=j\). What multiplies \(D_{ij}\) is what multiplies \(S_{ij}\) in \(\det S\), namely the cofactor \(C_{ij}\): \((-1)^{i+j}\) times the determinant of \(S\) without row \(i\) and column \(j\). Thus

\[
m=\sum_{ij}D_{ij}C_{ij}.
\]

If \(S\) is invertible, \(C_{ij}=\det S\,(S^{-1})_{ji}\) and \(m=\det S\,\mathrm{tr}(S^{-1}D)\). The cofactor form needs no inverse. Suppose \(B\) is an unrelaxed excitation of \(A\), with \(\psi_3\) replaced by a virtual orbital \(\psi_4\) of the same calculation. Then \(S=\mathrm{diag}(1,1,0)\), the one nonzero cofactor is \(C_{33}=1\), and \(m=\langle\psi_3|x|\psi_4\rangle\), as it should be.

When both spins are present, \(i\) and \(j\) run over spin orbitals, and \(S\) and \(D\) are block diagonal. The cofactor of an element in the up block is its cofactor within that block times \(\det S_\downarrow\), and conversely. Therefore \(s=s_\uparrow s_\downarrow\) and \(m=m_\uparrow s_\downarrow+s_\uparrow m_\downarrow\). Even the spin channel without the excitation matters, because its orbitals relax. No spin purification is contained in these formulas: an open-shell determinant that mixes singlet and triplet remains mixed.

### (c) Moving the origin

With the origin at \(d\), \(x\) becomes \(x-d\) and \(D\) becomes \(D-dS\). In PAW this requires \(X_R\to X_R-d\) in the augmentation term, so that the augmented \(S\) appears. Expanding \(\det S\) along row \(i\) gives \(\sum_jS_{ij}C_{ij}=\det S\), and summing over the \(N\) rows gives \(Ns\). Hence

\[
m(d)=m-N\,d\,s .
\]

The raw element has no definite value unless \(s=0\).

Including nuclei of charge \(Z_R\), the dipole operator divided by the elementary charge \(e\) is \(M=\sum_RZ_RX_R-\sum_kx_k\). Its nuclear part is a number, so

\[
M_{AB}=s\sum_RZ_RX_R-m,\qquad M_{AB}(d)=M_{AB}-(Z_{\rm tot}-N)\,d\,s .
\]

For a neutral system the shift vanishes, but the defect does not. Part (d) applied to \(M\) gives a corrected element \(M'\), and solving that relation for the raw one yields

\[
M_{AB}=(1-s^2)M'+\frac s2(M_{AA}+M_{BB}).
\]

The raw element of a neutral molecule still contains \(s\) times the mean permanent dipole. Origin independence alone does not show that a transition dipole is clean.

### (d) Orthogonalizing the states

Let \(|s|<1\). The state overlap matrix has 1 on its diagonal and \(s\) off it. Its eigenvectors are the sum and difference combinations, with eigenvalues \(1\pm s\). Its inverse square root therefore has equal diagonal elements \(\alpha\) and equal off-diagonal elements \(\beta\), with

\[
\alpha+\beta=\frac1{\sqrt{1+s}},\qquad \alpha-\beta=\frac1{\sqrt{1-s}} .
\]

Squaring these, then adding and subtracting, gives

\[
\alpha^2+\beta^2=\frac12\left(\frac1{1+s}+\frac1{1-s}\right)=\frac1{1-s^2},
\]

\[
\alpha\beta=\frac14\left(\frac1{1+s}-\frac1{1-s}\right)=-\frac{s}{2(1-s^2)} .
\]

The orthonormal states are \(|A'\rangle=\alpha|A\rangle+\beta|B\rangle\) and \(|B'\rangle=\beta|A\rangle+\alpha|B\rangle\). For real orbitals \(\langle B|\sum_kx_k|A\rangle=m\), so

\[
\mu=\Big\langle A'\Big|\sum_kx_k\Big|B'\Big\rangle=(\alpha^2+\beta^2)m+\alpha\beta(m_A+m_B),
\]

\[
\boxed{\;\mu=\frac{m-\tfrac12 s\,(m_A+m_B)}{1-s^2}\;}
\]

The electric transition dipole is \(-e\mu\). Its overall sign follows the arbitrary relative sign of the two states.

Under a shift, \(m\) changes by \(-Nds\), while \(m_A\) and \(m_B\) each change by \(-Nd\) because the states are normalised. The numerator changes by \(-Nds+\tfrac12s\cdot2Nd=0\).

The same cancellation removes any constant added to the operator, including the nuclear dipole. It also removes a frozen core orbital \(\chi\) that is common to both states and orthogonal to all valence orbitals. Bordering \(S\) with this orbital adds a diagonal 1 and zeros. The cofactor of the new diagonal place is \(s\). The cofactors of the other new places vanish, since their minors contain a row or column of zeros. With \(x_c=\langle\chi|x|\chi\rangle\), \(m\) gains \(s\,x_c\), while \(m_A\) and \(m_B\) gain \(x_c\) each, so \(\mu\) is unchanged.

There is a simple reading of the formula. At the origin \(x_0=(m_A+m_B)/(2N)\), midway between the mean electron positions of the two states, the raw element is \(m-\tfrac12s(m_A+m_B)\). Dividing it by \(1-s^2\) gives \(\mu\).

The result is not unique. One may keep \(A\) and project it out of \(B\). The vector \(|B\rangle-s|A\rangle\) has squared norm \(1-2s^2+s^2=1-s^2\), which gives

\[
\mu_{\rm keep}=\frac{m-s\,m_A}{\sqrt{1-s^2}} .
\]

This too is origin independent. To first order in \(s\),

\[
\mu-\mu_{\rm keep}\approx\frac s2(m_A-m_B),
\]

so to this order the choice matters only when the excitation changes the mean electron position. More generally, rotating the orthonormal pair by an angle \(\theta\) gives

\[
\mu_\theta=\mu\cos2\theta+\tfrac12(m_{B'}-m_{A'})\sin2\theta ,
\]

where \(m_{A'}\) and \(m_{B'}\) are the expectation values in \(A'\) and \(B'\). Every such value is origin free, because the shift of the operator is a number and the states are orthogonal. With a many-electron Hamiltonian, diagonalizing it in the two-state space would fix \(\theta\). Total energies from Delta-SCF alone do not supply the coupling \(\langle A|H|B\rangle\) this needs. The orthogonalization used must therefore be stated with the number.

As \(s\to0\), all these formulas except the freely rotated one return \(m\). As \(|s|\to1\), the two determinants describe nearly the same state, and numerator and denominator vanish together. Writing \(|B\rangle=s|A\rangle+\sqrt{1-s^2}\,|C\rangle\) with \(C\) normalised and orthogonal to \(A\), the boxed formula becomes \(\mu=\sqrt{1-s^2}\,\mu_{\rm keep}+\tfrac s2(m_A-m_C)\), where \(m_C\) is the expectation value in \(C\). Thus \(\mu\) stays finite but no longer approaches \(\mu_{\rm keep}\), and an error in \(m\) is amplified by \(1/(1-s^2)\).

### (e) Leaving out the augmentation

Let a subscript 0 denote quantities computed from smooth orbitals alone. The determinants then have squared norms \(n_A\) and \(n_B\) that differ from 1. Under a shift \(m_{A,0}\) changes by \(-Ndn_A\), and similarly for \(B\). Inserted in the boxed formula, this leaves

\[
\mu_0(d)-\mu_0=-\frac{N\,d\,s_0}{1-s_0^2}\left[1-\tfrac12(n_A+n_B)\right].
\]

Rescaling the smooth determinants to unit norm would remove this slope. It would still use the inner product of the smooth functions in place of that of the electrons, so it would not restore the correct dipole.

### (f) The model

The box is represented by 121 grid points spaced by 0.15 bohr, the last at 9 bohr. Each sphere has radius 1.05 bohr and six partial waves (three energies, two parities) with polynomial smooth partners. The orbitals are solved in the space where these waves are complete inside the spheres, so part (a) applies without a remainder. The numbers below belong to this grid. In the limit of a fine grid \(s\) falls to 0.0348 and \(\mu\) rises by 0.009 bohr, to 1.356 bohr (3.45 debye), while the differences between the orthogonalizations change by less than 0.001 bohr.

**Cofactors and overlap.** Two of the cofactors are

\[
C_{33}=0.999971\times0.999316+0.003432\times0.003533=0.99930,
\]

\[
C_{11}=0.999316\times0.035144+0.015096\times0.033908=0.03563 .
\]

The others follow in the same way; those of the third row are \(C_{31}=-0.004079\) and \(C_{32}=0.015082\). Expanding along that row,

\[
s=0.004794(-0.004079)+0.033908(0.015082)+0.035144(0.99930)=0.0356 .
\]

Most of \(s\) is \(S_{33}\), the overlap of level 3 of \(A\) with level 4 of \(B\). Its origin can be traced. Let \(h_A\) and \(h_B\) be the two one-electron Hamiltonians. Taking \(\langle\psi_3|h_A-h_B|\psi'_3\rangle\), with \(\psi'_3\) the orbital of level 4 of \(B\), gives

\[
(\varepsilon_3^A-\varepsilon_4^B)\,S_{33}=\langle\psi_3|v_A-v_B|\psi'_3\rangle .
\]

The levels are \(-1.652\) and \(-1.061\) hartree, so the right side is \(-0.591\times0.0351=-0.021\) hartree. This small matrix element of the change in the mean field produces the overlap.

**Raw dipole.** The three rows of \(\sum_{ij}D_{ij}C_{ij}\) contribute \(-0.0518\), \(0.0603\) and \(1.3139\) bohr, so

\[
m=1.3225\ \text{bohr}.
\]

The explicit three-electron wave functions, summed over the product grid without cofactors or augmentation, give the same \(s\) and \(m\) to all printed digits. The first two rows together contribute little here, because their largest terms, \(D_{11}C_{11}=-0.0523\) and \(D_{22}C_{22}=0.0477\) bohr, nearly cancel: those electrons sit near opposite nuclei, on either side of the chosen origin. With the origin at \(d=10\) bohr each of the three rows changes by \(-ds=-0.356\) bohr, since \(\sum_jS_{ij}C_{ij}=s\) for every row:

\[
m(d)=1.3225-3\times10\times0.0356=0.254\ \text{bohr}.
\]

An overlap of 3.6 per cent has removed about four fifths of the raw value. The nuclei do not repair this, since the system has charge \(+2\): \(M_{AB}\) moves from \(-1.376\) to \(-2.088\) bohr.

**Corrected dipole.** With \(\tfrac12(m_A+m_B)=-0.66417\) bohr,

\[
\mu=\frac{1.32246+0.035612\times0.66417}{1-0.035612^2}=\frac{1.34612}{0.99873}=1.3478\ \text{bohr}.
\]

The size of the electric transition dipole is 3.426 debye. At the shifted origin \(\mu\) is again 1.3478 bohr, and so is the element between the nearest orthonormal pair of explicit wave functions. The numerator, 1.3461 bohr, is the raw element at the balanced origin \(x_0=-0.2214\) bohr.

Keeping \(A\) unchanged gives

\[
\mu_{\rm keep}=\frac{1.32246+0.035612\times0.99429}{\sqrt{0.99873}}=1.3587\ \text{bohr}.
\]

The difference \(\mu-\mu_{\rm keep}=-0.0109\) bohr compares with the first-order estimate \(-0.0118\) bohr. The second-order term, \(\tfrac12s^2m=0.0008\) bohr, accounts for most of the gap. These two choices thus differ by 0.8 per cent of \(\mu\). Keeping \(B\) instead, with \(m_B\) in place of \(m_A\), gives 1.3352 bohr, so the three choices span 0.024 bohr, or 1.7 per cent. For comparison, the unrelaxed excitation, whose \(S\) is singular, gives 1.3317 bohr. Relaxation raises the dipole by 0.016 bohr with the symmetric choice, by 0.027 bohr when \(A\) is kept and by 0.004 bohr when \(B\) is kept, so in this model its effect cannot be quoted without naming the orthogonalization.

**Without augmentation.** These values depend on the choice of smooth partial waves. With the polynomial partners, rescaling the smooth determinants to unit norm gives 1.410 bohr at either origin, not 1.348 bohr. Without rescaling, the smooth determinants have squared norms 0.3907 and 0.3900 and overlap \(s_0=0.00981\). The boxed formula then returns 0.546 bohr at the first origin and 0.367 bohr at the second. Part (e) predicts the change:

\[
-\frac{30\times0.00981}{0.9999}(1-0.39035)=-0.179\ \text{bohr}.
\]

**Cost of the partial-wave set.** A calculation with unrestricted orbitals on the same grid gives \(\mu=1.3478\) bohr and a ground energy lower by \(4\times10^{-6}\) hartree. With two wave energies per parity in place of three, the ground energy lies 0.078 hartree above the unrestricted value. The cofactor algebra is indifferent to this error; the orbitals fed into it change, and \(\mu\) moves by 0.006 bohr, to 1.354 bohr. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
electrons 3; nuclear charges 3, 2
nuclei at -1.50, 1.50 bohr
softening: nuclei 0.5, repulsion 1.0 bohr
grid step 0.15 bohr, 121 points, last at 9.00 bohr
sphere radius 1.05 bohr; wave energies [-4.5, -2.5, -0.5] hartree
levels 1-4, ground SCF (hartree): -3.70873 -2.64142 -1.65192 -1.05855
levels 1-4, excited SCF (hartree): -3.83727 -2.61107 -1.73520 -1.06112
ground energy: -9.742999 hartree
Delta-SCF excitation energy: 0.635114 hartree
S row 1:   0.999971   0.003432   0.004030
S row 2:  -0.003533   0.999316  -0.015096
S row 3:   0.004794   0.033908   0.035144
D (bohr) row 1:  -1.467714   0.156792  -0.106064
D (bohr) row 2:   0.143144   1.358317  -0.372577
D (bohr) row 3:   0.422040  -0.519330   1.324375
cofactor row 1:   0.035632   0.000052  -0.004911
cofactor row 2:   0.000016   0.035124  -0.033891
cofactor row 3:  -0.004079   0.015082   0.999299
s from det S: 0.035612
s from explicit wave functions: 0.035612
raw m from cofactors: 1.322463 bohr
raw m from explicit wave functions: 1.322463 bohr
m_A: -0.994285 bohr
m_B: -0.334064 bohr
origin shift d: 10.000000 bohr
raw m after shift: 0.254112 bohr
raw dipole with nuclei, s*sum(ZX)-m: -1.375881 e bohr
same after shift: -2.088115 e bohr
mu, symmetric orthogonalization: 1.347825 bohr
mu after shift: 1.347825 bohr
mu from explicit orthonormal pair: 1.347825 bohr
size of transition dipole: 3.425829 debye
value when A is kept: 1.358733 bohr
first-order difference s(m_A-m_B)/2: -0.011756 bohr
balanced origin (m_A+m_B)/(2N): -0.221392 bohr
raw m at balanced origin: 1.346116 bohr
unrelaxed excitation: m with singular S: 1.331724 bohr
bare smooth overlap of A and B: 0.009810
bare squared norm of A: 0.390691
bare squared norm of B: 0.390011
bare corrected value: 0.546453 bohr
bare corrected value after shift: 0.367009 bohr
ground energy minus full-grid value: 0.000004 hartree
same with two wave energies only: 0.078368 hartree
full-grid excitation energy: 0.635111 hartree
full-grid s: 0.035611
full-grid mu: 1.347820 bohr
```
